# Generalised oscillator strength of hydrogenic 1s and the impulse approximation's error, part 1

(Sections cited here and not found follow in the second part.)

A fast charged particle or an X-ray photon that hands momentum $\mathbf q$ and energy $E$ to an atom probes, in first order, the matrix elements of $e^{i\mathbf q\cdot\mathbf r}$. Each of the usual shortcuts for these elements fails somewhere. The dipole approximation keeps $1+i\mathbf q\cdot\mathbf r$ and returns the optical spectrum, piled up at threshold for every $q$, although a hard collision must deliver about the recoil energy $q^2/2$. A free electron at rest gives a line at $q^2/2$ with no width. The impulse approximation gives the line the shape of the projected momentum distribution, the Compton profile, but it puts strength below the ionisation threshold and carries no estimate of its own error, so a momentum distribution read from a spectrum with its help has an unknown bias. For one electron in a Coulomb field the matrix element can be found in closed form, and the error becomes an explicit function.

### Definitions and scaling

The model is one spinless, non-relativistic electron bound to a fixed point nucleus of charge $Z$. In atomic units $H=p^2/2-Z/r$, and the initial state $|0\rangle$ is 1s with energy $E_0=-Z^2/2$. The dynamic structure factor and the generalised oscillator strength density are

$$S(q,E)=\sum_f|\langle f|e^{i\mathbf q\cdot\mathbf r}|0\rangle|^2\,\delta(E-E_f+E_0),\qquad \frac{df}{dE}=\frac{2E}{q^2}\,S(q,E).\tag{1}$$

The substitution $\mathbf r=\mathbf r'/Z$ turns $H$ into $Z^2(p'^2/2-1/r')$ and $\mathbf q\cdot\mathbf r$ into $(\mathbf q/Z)\cdot\mathbf r'$. The ratio $E/q^2$ is unchanged and the delta function supplies $Z^{-2}$, so

$$\frac{df}{dE}(q,E;Z)=Z^{-2}\,\frac{df}{dE}\Big(\frac qZ,\frac E{Z^2};1\Big).\tag{2}$$

From here on $Z=1$ and $\langle\mathbf r|0\rangle=\pi^{-1/2}e^{-r}$. For continuum states normalised to $\delta(\mathbf k-\mathbf k')$ the energy transfer is $E=(1+k^2)/2$ and $d^3k=k\,dE\,d\Omega_k$, so above threshold

$$\frac{df}{dE}=\frac{2E}{q^2}\,k\int d\Omega_k\,|M|^2,\qquad M=\langle\psi^-_{\mathbf k}|e^{i\mathbf q\cdot\mathbf r}|0\rangle .\tag{3}$$

### The continuum state

Try $\psi=e^{i\mathbf k\cdot\mathbf r}g(\xi)$ with $\xi=kr+\mathbf k\cdot\mathbf r$. From $\nabla\xi=k\hat{\mathbf r}+\mathbf k$ follow $|\nabla\xi|^2=2k\xi/r$, $\nabla^2\xi=2k/r$ and $\mathbf k\cdot\nabla\xi=k\xi/r$. The equation $(\nabla^2+2/r+k^2)\psi=0$ becomes $\nabla^2g+2i\mathbf k\cdot\nabla g+2g/r=0$, and division by $2k/r$ leaves $\xi g''+(1+i\xi)g'+ag=0$ with $a=1/k$. With $z=-i\xi$, and after multiplication by $i$, this is $zg_{zz}+(1-z)g_z+ia\,g=0$, Kummer's equation with parameters $\alpha=-ia$ and $1$. Its regular solution is the series ${}_1F_1(\alpha;1;z)=\sum_n(\alpha)_nz^n/(n!)^2$, where $(\alpha)_n=\alpha(\alpha+1)\cdots(\alpha+n-1)$. Hence

$$\psi^-_{\mathbf k}=N\,e^{i\mathbf k\cdot\mathbf r}\,{}_1F_1(-ia;1;-i\xi).\tag{4}$$

The constant $N$ follows from large $\xi$. For $0<\mathrm{Re}\,\alpha<1$, expanding $e^{zu}$ and using the beta integral term by term shows that ${}_1F_1(\alpha;1;z)=[\Gamma(\alpha)\Gamma(1-\alpha)]^{-1}\int_0^1e^{zu}u^{\alpha-1}(1-u)^{-\alpha}du$. Since $e^{-i\xi u}$ decays toward $u\to-i\infty$, the path may be replaced by the ray $u=-iv/\xi$ going down from $0$ and the ray $u=1-iv/\xi$ coming up to $1$. On both rays the exponential is proportional to $e^{-v}$, and the slowly varying factor may be set to its endpoint value with relative error $O(1/\xi)$. The first ray gives $\Gamma(\alpha)(i\xi)^{-\alpha}$ and the second $\Gamma(1-\alpha)e^{z}(i/\xi)^{1-\alpha}$. One integration by parts on the first ray continues the result to $\alpha=-ia$. With $(i\xi)^{ia}=e^{-\pi a/2}e^{ia\ln\xi}$ and $e^{i\mathbf k\cdot\mathbf r}e^{-i\xi}=e^{-ikr}$,

$$\psi^-_{\mathbf k}\to N\left[\frac{e^{-\pi a/2}}{\Gamma(1+ia)}\,e^{i\mathbf k\cdot\mathbf r+ia\ln\xi}+\frac{(i/\xi)^{1+ia}}{\Gamma(-ia)}\,e^{-ikr}\right].\tag{5}$$

This is a logarithmically distorted plane wave plus an incoming spherical wave, each given to leading order only (the omitted $O(1/\xi)$ correction to the plane term is of the same size as the incoming wave but keeps the phase of the plane wave), and it shows that ${}_1F_1$ stays bounded for real $\xi$. Choose

$$N=(2\pi)^{-3/2}e^{\pi a/2}\,\Gamma(1+ia),\tag{6}$$

which gives the plane wave the amplitude $(2\pi)^{-3/2}$. To see that (6) gives delta normalisation, form the packet $\int c(\mathbf k)\psi^-_{\mathbf k}e^{-ik^2T/2}d^3k$ and let the time $T\to+\infty$. The phase $-kr-k^2T/2$ of the incoming wave has $k$-derivative $-(r+kT)$, which never vanishes, so that term dies out; the same holds near the backward direction, where $\xi$ is small and $e^{i\mathbf k\cdot\mathbf r}\approx e^{-ikr}$. The plane term is stationary at $\mathbf k=\mathbf r/T$, up to a shift of order $(\ln T)/T$, and there $\xi\approx2kr$ is large. Stationary phase gives the density $|c(\mathbf r/T)|^2/T^3$, whose integral is $\int|c|^2d^3k$. The norm is conserved in time, so it equals $\int|c|^2d^3k$ for every $c$, which is the statement $\langle\psi^-_{\mathbf k}|\psi^-_{\mathbf k'}\rangle=\delta(\mathbf k-\mathbf k')$. The argument also identifies $\mathbf k$ as the momentum of the electron that finally escapes. The reflection formula gives $\Gamma(1+ia)\Gamma(1-ia)=ia\,\pi/\sin(i\pi a)=\pi a/\sinh\pi a$, so

$$|N|^2=\frac1{(2\pi)^3}\,\frac{2\pi/k}{1-e^{-2\pi/k}} .\tag{7}$$

### The matrix element

The conjugate of (4) contains $e^{-i\mathbf k\cdot\mathbf r}{}_1F_1(ia;1;i\xi)$. With $\mathbf w=\mathbf q-\mathbf k$ define the Nordsieck integral

$$I(\lambda)=\int d^3r\,\frac{e^{-\lambda r}}r\,e^{i\mathbf w\cdot\mathbf r}\,{}_1F_1(ia;1;i\xi),\qquad M=-N^*\pi^{-1/2}\,\partial_\lambda I\big|_{\lambda=1},\tag{8}$$

where the second relation holds because $-\partial_\lambda(e^{-\lambda r}/r)=e^{-\lambda r}$. The powers $(i\xi)^n$ in the series are the $t$-derivatives of $e^{it\xi}$ at $t=0$. Angular and then radial integration gives $\int e^{-\beta r}r^{-1}e^{i\mathbf P\cdot\mathbf r}d^3r=(4\pi/P)\int_0^\infty e^{-\beta r}\sin Pr\,dr=4\pi/(\beta^2+P^2)$ for $\mathrm{Re}\,\beta>0$. The factor $e^{it\xi}$ makes $\beta=\lambda-ikt$ and $\mathbf P=\mathbf w+t\mathbf k$, and

$$\beta^2+P^2=\lambda^2-2i\lambda kt-k^2t^2+w^2+2t\,\mathbf w\cdot\mathbf k+k^2t^2=A+tB,\tag{9}$$

with $A=\lambda^2+w^2$ and $B=2\mathbf w\cdot\mathbf k-2i\lambda k$. The terms in $t^2$ cancel, and this cancellation is what makes the series summable. The $n$-th derivative of $4\pi/(A+tB)$ at $t=0$ is $4\pi\,n!\,(-B)^n/A^{n+1}$. Multiplying by $(ia)_n/(n!)^2$ and summing with the binomial series $\sum_n(\gamma)_nx^n/n!=(1-x)^{-\gamma}$ gives

$$I(\lambda)=\frac{4\pi}A\Big(1+\frac BA\Big)^{-ia}=4\pi A^{ia-1}G^{-ia},\qquad G=A+B=q^2+(\lambda-ik)^2.\tag{10}$$

The form of $G$ uses $w^2+2\mathbf w\cdot\mathbf k=|\mathbf w+\mathbf k|^2-k^2=q^2-k^2$; it does not depend on the direction of $\mathbf k$.

The exchange of sum and integral needs large $\lambda$. Since $\xi\le2kr$, the integral of $|\xi|^n/n!$ against $e^{-\lambda r}/r$ is at most $4\pi(n+1)(2k)^n/\lambda^{n+2}$, and $|(ia)_n|/n!$ grows no faster than a power of $n$, so everything converges absolutely for $\lambda>2k$. To reach $\lambda=1$, note that (8) is analytic for $\mathrm{Re}\,\lambda>0$ because ${}_1F_1$ is bounded. The right side of (10) is analytic near the positive real axis, where $A>0$ and $\mathrm{Im}\,G=-2\lambda k<0$. The two sides therefore agree for all $\lambda>0$, on the branch $-\pi<\arg G<0$ that joins $\arg G\to0$ at large $\lambda$.

With $\partial_\lambda A=2\lambda$, $\partial_\lambda G=2(\lambda-ik)$ and $ia(1-ik)=1+ia$,

$$-\partial_\lambda I\big|_{\lambda=1}=8\pi A^{ia-2}G^{-ia-1}\big[(1-ia)G+(1+ia)A\big].\tag{11}$$

From now on $A=1+q^2+k^2-2qk\mu$ and $G=q^2+(1-ik)^2$, with $\mu$ the cosine of the angle between $\mathbf q$ and $\mathbf k$. Write $1+ia=(i/k)(1-ik)$ and $1-ia=-(i/k)(1+ik)$. The bracket is $(i/k)[(1-ik)A-(1+ik)G]$. The part $(1-ik)(1+k^2)$ of the first term cancels $(1+ik)(1-ik)^2$ in the second, which leaves

$$\frac ik\big[(1-ik)(q^2-2qk\mu)-(1+ik)q^2\big]=\frac ik\big[-2ikq^2-2qk\mu(1-ik)\big]=2q\,(q-k\mu-i\mu).$$

Then (8) gives

$$M=16\sqrt\pi\,N^*\,q\,A^{ia-2}G^{-ia-1}\,(q-k\mu-i\mu).\tag{12}$$

As $q\to0$ the amplitude vanishes, as orthogonality to 1s requires, and its leading term is proportional to $q\mu$, the dipole $p$ wave.

For the modulus set $s=1+q^2+k^2$ and $b=2qk$, so that $A=s-b\mu$, and define

$$D=|G|^2=(q^2-k^2+1)^2+4k^2=s^2-b^2=[(q+k)^2+1][(q-k)^2+1].\tag{13}$$

The third form follows from $s=(q^2-k^2+1)+2k^2$, whose square exceeds $(q^2-k^2+1)^2$ by $4k^2(q^2+1)$. Let $\theta=-\arg G=\arg(q^2-k^2+1+2ik)$, with $0<\theta<\pi$. Then $G^{-ia}=e^{-ia\ln|G|}e^{-a\theta}$, while $|A^{ia}|=1$. With (7), and $256\pi\cdot2\pi/(8\pi^3k)=64/(\pi k)$,

$$|M|^2=\frac{64\,q^2}{\pi k}\,\frac{(q-k\mu)^2+\mu^2}{A^4D}\,C,\qquad C=\frac{e^{-2\theta/k}}{1-e^{-2\pi/k}} .\tag{14}$$

### The angular integral and the closed form

Inserting (14) in (3) with $d\Omega_k=2\pi\,d\mu$ gives $df/dE=256\,E\,C\,D^{-1}K$, where $K=\int_{-1}^1(q^2-b\mu+\varepsilon\mu^2)A^{-4}d\mu$ and $\varepsilon=1+k^2=2E$. The integrals $L_m=\int_{-1}^1A^{-m}d\mu=[(s-b)^{1-m}-(s+b)^{1-m}]/[(m-1)b]$ are

$$L_2=\frac2D,\qquad L_3=\frac{2s}{D^2},\qquad L_4=\frac{2(3s^2+b^2)}{3D^3}.$$

With $\mu=(s-A)/b$ and $D=s^2-b^2$,

$$\int\frac{\mu\,d\mu}{A^4}=\frac{sL_4-L_3}b=\frac{2\,[3s^3+sb^2-3sD]}{3D^3b}=\frac{2}{3D^3}\,4sb,$$

$$\int\frac{\mu^2d\mu}{A^4}=\frac{s^2L_4-2sL_3+L_2}{b^2}=\frac{2\,[3s^4+s^2b^2-6s^2D+3D^2]}{3D^3b^2}=\frac2{3D^3}(s^2+3b^2).$$

Therefore $K=(2/3D^3)[(3q^2+\varepsilon)s^2+(q^2-4s+3\varepsilon)b^2]$. Since $s=q^2+\varepsilon$, the coefficient of $b^2$ is $-(3q^2+\varepsilon)$, the bracket is $(3q^2+\varepsilon)D$, and $K=2(q^2+2E/3)/D^2$. The result is

$$\frac{df}{dE}=\frac{2^9E\,(q^2+2E/3)}{\{[(q+k)^2+1][(q-k)^2+1]\}^3}\;\frac{e^{-2\theta/k}}{1-e^{-2\pi/k}},\qquad k=\sqrt{2E-1}.\tag{15}$$

When $\theta$ is written as an arctangent of $2k/(q^2-k^2+1)$, the value in $(0,\pi)$ must be taken; the principal value is wrong by $\pi$ for $k^2>q^2+1$.

Three limits follow at once. At $q=0$, $G^*=(1+ik)^2$ gives $D=(2E)^2$ and $\theta=2\arctan k$, so $df/dE=(16/3E^4)\,e^{-4\arctan(k)/k}/(1-e^{-2\pi/k})$, the photoionisation spectrum, with threshold value $(256/3)e^{-4}$ per hartree, or $0.05744\ \mathrm{eV^{-1}}$. At threshold for any $q$, $\theta\to2k/(1+q^2)$ and $D\to(1+q^2)^2$, so

$$\frac{df}{dE}\Big|_{k\to0}=\frac{256\,(q^2+1/3)}{(1+q^2)^6}\,e^{-4/(1+q^2)},\tag{16}$$

which is finite and falls as $q^{-10}$. For $E\gg q^2$ and $k\gg2\pi$, $D\to4E^2$ and $C\to k/2\pi$, so

$$\frac{df}{dE}\to\frac{16}{3E^4}\frac{\sqrt{2E}}{2\pi}=\frac{8\sqrt2}{3\pi}\,E^{-7/2},\tag{17}$$

independent of $q$.

### Impulse form, Compton profile and exact moments

Completeness turns (1) into $S=\langle0|e^{-i\mathbf q\cdot\mathbf r}\delta(E+E_0-H)e^{i\mathbf q\cdot\mathbf r}|0\rangle$. The unitary operator $e^{i\mathbf q\cdot\mathbf r}$ shifts $\mathbf p\to\mathbf p+\mathbf q$ and commutes with the potential, so with $\mathbf q$ along $z$

$$S(q,E)=\langle0|\,\delta\big(E-q^2/2-W\big)\,|0\rangle,\qquad W=qp_z+(H-E_0).\tag{18}$$

The impulse approximation drops $H-E_0$ from $W$. The operator annihilates $|0\rangle$ but does not commute with $p_z$, so the step is an approximation, motivated by $qp_z$ being large. What remains is the distribution of $p_z$ in the initial state. With

$$y=\frac{E-q^2/2}{q},\tag{19}$$

the impulse forms are $S_{\rm IA}=J(y)/q$ and $(df/dE)_{\rm IA}=(2E/q^3)J(y)$, where $J(y)=\int|\tilde\phi(\mathbf p)|^2\delta(y-p_z)\,d^3p$ is the Compton profile. Applying $-\partial_\beta$ at $\beta=1$ to $4\pi/(\beta^2+p^2)$ gives $\tilde\phi=(2\pi)^{-3/2}\pi^{-1/2}\,8\pi/(1+p^2)^2$, so $|\tilde\phi|^2=8/[\pi^2(1+p^2)^4]$. In the plane $p_z=y$ the area element is $2\pi p_\perp dp_\perp=2\pi p\,dp$, and

$$J(y)=\frac{16}\pi\int_{|y|}^\infty\frac{p\,dp}{(1+p^2)^4}=\frac8{3\pi(1+y^2)^3}.\tag{20}$$

The substitution $y=\tan\chi$ turns $J\,dy$ into $(8/3\pi)\cos^4\chi\,d\chi$ on $(-\pi/2,\pi/2)$. Averages over $J$, written $\langle\cdot\rangle_J$, follow from $\int\cos^4\chi=\int\sin^4\chi=3\pi/8$ and $\int\sin^2\chi\cos^2\chi=\pi/8$: $\langle1\rangle_J=1$, $\langle y^2\rangle_J=1/3$, $\langle y^4\rangle_J=1$.

Equation (18) gives exact moments of the whole spectrum, elastic line and bound states included: $\int(E-q^2/2)^nS\,dE=\langle W^n\rangle$ for $n\le3$. Higher moments diverge, since by (17) $S$ falls only as $E^{-9/2}$. Because $(H-E_0)|0\rangle=0$ and odd powers of $p_z$ vanish by parity, $\langle W\rangle=0$, $\langle W^2\rangle=q^2\langle p_z^2\rangle=q^2/3$ and $\langle W^3\rangle=q^2\langle p_z(H-E_0)p_z\rangle$. Expanding the double commutator shows $\langle[p_z,[H,p_z]]\rangle=2\langle p_z(H-E_0)p_z\rangle$, and evaluating it gives $\langle\partial_z^2V\rangle=\tfrac13\langle4\pi\delta(\mathbf r)\rangle=4/3$ by spherical symmetry. In terms of $y$,

$$\int S\,dE=1,\quad\int yS\,dE=0,\quad\int y^2S\,dE=\frac13,\quad\int y^3S\,dE=\frac2{3q}.\tag{21}$$

The first two relations give $\int ES\,dE=q^2/2$, which is the Bethe sum rule

$$\sum_nf_n(q)+\int_{1/2}^\infty\frac{df}{dE}\,dE=1,\tag{22}$$

with $f_n$ the strength of the bound shell $n\ge2$. The impulse form reproduces the first three moments in (21) and first fails at the third power of $y$, through the gradient of the force.

The continuum oscillator strength of hydrogenic 1s is now known in closed form, (15), and the impulse form reproduces the exact moments of $S$ up to the second power of $y$, failing first at the third. It remains to find the ratio of the exact spectrum to the impulse form as an explicit function, and to see how the strength gathers on the Bethe ridge as $q$ grows.
